# Four-Point Resistance of Two Sheets Joined by a Leaky Junction

A four-point reading on a shallow doped layer can be turned into an active dose: the sheet resistance goes into $N=1/(q\mu R_1)$ with an assumed mobility $\mu$. Before that division one must decide whether the probe pitch used gives the sheet resistance $R_1$ of the doped layer, or a mixture of that layer and the well beneath it. In the example below, a pitch of 1 mm gives 706 ohm/sq where the layer has 1000 ohm/sq. At fixed mobility the dose would come out 42% too high. The theorem gives the pitch at which the reading may be trusted, and the pitch at which it measures the two layers in parallel.

## Setting and assumptions

A top sheet of sheet resistance $R_1$ lies on a buried sheet of sheet resistance $R_2$. The potentials are $V_1$ and $V_2$. The assumptions are:

1. Both sheets are uniform, laterally infinite, and thin compared with the distances over which the potentials vary, so each potential depends on position in the plane alone.
2. The junction is uniform and ohmic. The current density from top to buried sheet is $J=(V_1-V_2)/R_A$, where $R_A$ is the resistance-area product in ohm cm². For a diode this requires $|V_1-V_2|\ll nkT/q$, with $n$ the ideality factor.
3. Four probes in line, at equal pitch $s$, touch the top sheet and do not pierce it. Their contacts are much smaller than $s$.
4. Current $I$ enters at the first probe and leaves at the fourth. The voltage $\Delta V$ is that of the second probe minus that of the third, and $R=\Delta V/I$.

Define
$$\lambda=\sqrt{\frac{R_A}{R_1+R_2}},\qquad R_p=\frac{R_1R_2}{R_1+R_2},\qquad f(x)=K_0(x)-K_0(2x),$$
where $K_0$ and $K_1$ are modified Bessel functions of the second kind. Since a sheet resistance has the dimension of ohm, $\lambda$ is a length.

**Theorem.** Under these assumptions
$$R(s)=\frac1\pi\left[R_p\ln2+\frac{R_1^2}{R_1+R_2}\,f\!\left(\frac s\lambda\right)\right].$$
The apparent sheet resistance $R_{app}=\pi R/\ln2$ decreases strictly with $s$, from $R_1$ for $s\ll\lambda$ to $R_p$ for $s\gg\lambda$.

The factor $\pi/\ln2$ is the one that converts $R$ to sheet resistance for a single infinite sheet. The proof recovers it as the case in which the Bessel term is absent.

## Lemma 1: the two equations decouple

Take first a single source $I$ at the origin of the top sheet, with the current collected far away. The current per unit width in sheet $i$ is $\mathbf j_i=-\nabla V_i/R_i$. The top sheet gains the injected current and loses $J$; the buried sheet gains $J$:
$$\nabla\cdot\mathbf j_1=I\delta(\mathbf r)-J,\qquad \nabla\cdot\mathbf j_2=J.$$
Inserting $\mathbf j_i$ and multiplying by $-R_i$ gives
$$\nabla^2V_1=\frac{R_1}{R_A}(V_1-V_2)-R_1I\delta,\qquad \nabla^2V_2=-\frac{R_2}{R_A}(V_1-V_2).$$

Let $u=V_1-V_2$ be the junction bias. Subtracting the second equation from the first,
$$\nabla^2u=\frac{R_1+R_2}{R_A}u-R_1I\delta=\frac{u}{\lambda^2}-R_1I\delta.$$
Let $w=V_1/R_1+V_2/R_2$. Dividing each equation by its sheet resistance and adding, the junction terms $+u/R_A$ and $-u/R_A$ cancel:
$$\nabla^2w=-I\delta.$$

The first combination is screened over the length $\lambda$, because a bias across the junction drives the current that removes it. The second has no screening: $-\nabla w$ is the total current per unit width in both sheets, and the junction cannot change that total. $\square$

## Lemma 2: potentials of one source

Away from the origin $u$ depends on $r$ alone and obeys $u''+u'/r=u/\lambda^2$. Of its two independent solutions, $I_0(r/\lambda)$ grows without limit, so $u=AK_0(r/\lambda)$. To find $A$, integrate the equation for $u$ over a disc of small radius $\varepsilon$:
$$2\pi\varepsilon u'(\varepsilon)-\frac1{\lambda^2}\int_{r<\varepsilon}u\,d^2r=-R_1I.$$
For small $z$, $K_0(z)\approx-\ln(z/2)-\gamma$, where $\gamma$ is Euler's constant. Hence $u'(\varepsilon)\to-A/\varepsilon$, while the integral of the logarithm over the disc tends to zero. This leaves $-2\pi A=-R_1I$, so
$$u=\frac{R_1I}{2\pi}K_0\!\left(\frac r\lambda\right).$$
For $w$ the same integration gives $2\pi rw'=-I$ at every $r$, and therefore $w=-(I/2\pi)\ln(r/r_0)$, with $r_0$ an arbitrary length that sets the zero of potential.

To return to $V_1$, put $V_2=V_1-u$ into $w$:
$$w=V_1\left(\frac1{R_1}+\frac1{R_2}\right)-\frac u{R_2}=\frac{V_1}{R_p}-\frac u{R_2}.$$
Thus $V_1=R_pw+(R_p/R_2)u$. Since $R_p/R_2=R_1/(R_1+R_2)$,
$$V_1(r)=\frac I{2\pi}\left[-R_p\ln\frac r{r_0}+\frac{R_1^2}{R_1+R_2}K_0\!\left(\frac r\lambda\right)\right].$$
Subtracting $u$ changes the Bessel coefficient to $R_1^2/(R_1+R_2)-R_1=-R_p$, so
$$V_2(r)=-\frac{IR_p}{2\pi}\left[\ln\frac r{r_0}+K_0\!\left(\frac r\lambda\right)\right].$$
The two logarithms in $V_2$ cancel as $r\to0$. The buried potential stays finite below the probe, as it must when no current is injected there at a point. $\square$

**Remark (where the current flows).** The current crossing a circle of radius $r$ in the top sheet is $I_1=-(2\pi r/R_1)\,dV_1/dr$. With $K_0'=-K_1$,
$$\frac{I_1}{I}=\frac{R_p}{R_1}+\frac{R_1}{R_1+R_2}\frac r\lambda K_1\!\left(\frac r\lambda\right)=\frac{R_2+R_1(r/\lambda)K_1(r/\lambda)}{R_1+R_2}.$$
Since $zK_1(z)\to1$ as $z\to0$, the whole current starts in the top sheet. Far away the Bessel term dies out and the top sheet keeps the share $R_2/(R_1+R_2)$ of an ordinary current divider. For $R_1=1000$ and $R_2=500$ ohm/sq the share is 0.990 at $r=0.1\lambda$, 0.735 at $\lambda$ and 0.414 at $3\lambda$, on its way to one third. This is the physical content of the crossover: a probe head with $s\ll\lambda$ samples current that has not yet had room to leak down.

## Proof of the formula

The equations are linear, so the potentials of source and sink add. Write $V_1=I\,v(r)$ for one source. The second probe lies at distance $s$ from the source and $2s$ from the sink, so its potential is $I[v(s)-v(2s)]$. For the third probe the distances are exchanged and the potential is $I[v(2s)-v(s)]$. Hence
$$R=2[v(s)-v(2s)].$$
The logarithmic part of $v$ contributes
$$2\cdot\frac{R_p}{2\pi}\left[-\ln\frac s{r_0}+\ln\frac{2s}{r_0}\right]=\frac{R_p\ln2}\pi,$$
from which $r_0$ has dropped out. The Bessel part contributes $(1/\pi)[R_1^2/(R_1+R_2)]f(s/\lambda)$. Their sum is the stated formula. $\square$

Two numerical tests approach the result from the sheet equations. In the first, the equations are solved in Fourier space and the potential is recovered by a Hankel integral; at $s/\lambda=0.3$, 1 and 3 the largest relative difference from the formula is $5\times10^{-13}$. In the second, a two-layer resistor network with an actual source and sink gives 629.07 ohm/sq at $s=\lambda$, against 628.73 from the formula. The difference of 0.05% is within the 0.3% allowed for the mesh.

## Proof of the limits and of the monotonic fall

**Small pitch.** With $L=\ln(x/2)+\gamma$, the small-argument series is $K_0(x)=-L(1+x^2/4)+x^2/4+\dots$. Replacing $x$ by $2x$ turns $L$ into $L+\ln2$ and $x^2/4$ into $x^2$. Subtracting,
$$f(x)=\ln2+x^2\left[-\frac L4+\frac14+L+\ln2-1\right]+\dots$$
$$=\ln2-\frac{3x^2}4\left[\ln\frac2x-\gamma+1-\frac43\ln2\right]+\dots$$
Thus $f\to\ln2$, and
$$R_{app}\to R_p+\frac{R_1^2}{R_1+R_2}=\frac{R_1(R_2+R_1)}{R_1+R_2}=R_1.$$
The first correction is quadratic in $s/\lambda$, apart from a logarithm.

**Large pitch.** Here the representation $K_0(x)=\int_0^\infty e^{-x\cosh t}dt$ is useful. For large $x$ the integrand is concentrated near $t=0$, where $\cosh t\approx1+t^2/2+t^4/24$. Expanding the quartic part of the exponential,
$$K_0(x)\approx e^{-x}\int_0^\infty e^{-xt^2/2}\left(1-\frac{xt^4}{24}\right)dt=\sqrt{\frac\pi{2x}}\,e^{-x}\left(1-\frac1{8x}\right),$$
because the Gaussian average of $t^4$ is $3/x^2$. The term $K_0(2x)$ is smaller by a further factor of order $e^{-x}$. So $f$ vanishes exponentially and $R_{app}\to R_p$. The parallel limit is thus approached exponentially in $s/\lambda$, whereas the departure from the top-layer limit is quadratic apart from a logarithm.

**Monotonicity.** From $K_0'=-K_1$,
$$-xf'(x)=xK_1(x)-2xK_1(2x)=h(x)-h(2x),\qquad h(z)=zK_1(z).$$
The Bessel equation can be written $(zK_0')'=zK_0$, that is, $h'(z)=-zK_0(z)$. The integral above shows that $K_0>0$, so $h$ decreases and $h(x)>h(2x)$. Therefore $f'<0$ for every $x>0$. At fixed $R_1$, $R_2$ and $R_A$ the apparent sheet resistance falls strictly as the pitch grows. $\square$

**Corollary (half-way pitch).** Since $f$ falls steadily from $\ln2$ to zero, it equals $(\ln2)/2$ at one value of $x$, which is 0.8837. The reading is therefore midway between $R_1$ and $R_p$ at $s_{1/2}=0.8837\lambda$, whatever the ratio $R_1/R_2$. If both plateaus and this pitch are measured, all three parameters follow:
$$R_2=\frac{R_1R_p}{R_1-R_p},\qquad R_A=(R_1+R_2)\left(\frac{s_{1/2}}{0.8837}\right)^2.$$

## Three special cases

The total relative fall is $(R_1-R_p)/R_1=R_1/(R_1+R_2)$. If $R_2\gg R_1$ it is small, and the crossover is hardly visible even though the junction leaks. A flat reading is then no evidence of a tight junction.

If $R_2\to0$, the buried sheet is an equipotential. Then $R_p\to0$, $\lambda\to\sqrt{R_A/R_1}$ and $R_{app}\to R_1f(s/\lambda)/\ln2$. The reading no longer has a second plateau; it decays exponentially towards zero.

If all four tips pass through the top layer and touch only the buried one, the same proof holds with the labels 1 and 2 exchanged. The length $\lambda$ and the limit $R_p$ are symmetric in the labels and do not change, but the small-pitch limit becomes $R_2$.

## Worked example: a leaky ultra-shallow junction

Consider a p+ layer some tens of nanometres deep in an n-well about 1 µm thick, on silicon at 300 K, with residual implant damage that makes the junction leak. Take $R_1=1000$ ohm/sq, $R_2=500$ ohm/sq and $R_A=25$ ohm cm². Then
$$\lambda=\sqrt{\frac{25}{1500}}\ \text{cm}=0.1291\ \text{cm}=1291\ \text{µm},$$
$$R_p=\frac{1000\times500}{1500}=333.3\ \text{ohm/sq},\qquad \frac{R_1^2}{R_1+R_2}=666.7\ \text{ohm/sq}.$$

At a pitch of 1000 µm, $s/\lambda=0.7746$ and $f=0.38715$. Hence
$$R_{app}=333.3+666.7\times\frac{0.38715}{0.69315}=705.7\ \text{ohm/sq},$$
and the measured ratio is $R=705.7\times0.69315/\pi=155.7$ ohm. Other pitches give:

| Pitch (µm) | $s/\lambda$ | $R_{app}$ (ohm/sq) |
|---:|---:|---:|
| 10 | 0.0077 | 999.8 |
| 100 | 0.077 | 988.1 |
| 300 | 0.232 | 934.1 |
| 1000 | 0.775 | 705.7 |
| 3000 | 2.324 | 402.1 |
| 10000 | 7.746 | 333.5 |

The half-way pitch is 1141 µm, so a head with 1 mm pitch sits near the middle of the crossover and measures neither limit. The reading is within 1% of $R_1$ below 90 µm, and within 1% of $R_p$ above about 6.5 mm. In units of $\lambda$ these bounds are 0.070 and 5.05; unlike the half-way point, they depend on $R_1/R_2$.

The small-pitch expansion accounts for the lower bound. At 100 µm, $3x^2/4=0.0045$ and the bracket is 2.75, so $f$ lies 0.0124 below $\ln2$. The reading then falls by $666.7\times0.0124/0.693=11.9$ ohm/sq, as the table shows.

## Remark: curvature of the junction characteristic

A diode law $J=J_0[\exp(u/\varphi)-1]$, with $\varphi=nkT/q$ and $J_0=\varphi/R_A$, agrees with assumption 2 at small bias and adds the term $u^2/(2\varphi R_A)$ at the next order. One might expect an error proportional to $I$. Symmetry forbids it when the contacts are alike. Reversing the current exchanges source and sink, which is the same as reflecting the arrangement about its midpoint. The reflection also exchanges the inner probes, so $\Delta V(-I)=-\Delta V(I)$ and $R$ is an even function of $I$. The first current-dependent term in its expansion is therefore of order $I^2$.

With $n=2$, $\varphi=51.7$ mV. For 10 µA and a contact radius of 10 µm, the junction bias is largest at the contacts. Leaving out the distant contact, which at 1 mm pitch lowers it by less than 2%, it is
$$u=\frac{R_1I}{2\pi}K_0\!\left(\frac{10}{1291}\right)=7.9\ \text{mV},$$
about 15% of $\varphi$. Even so, the resistor network with diode junctions shifts the 1 mm reading by only $-2.0\times10^{-4}$% at 5 µA and $-7.9\times10^{-4}$% at 10 µA, relative to the ohmic reading. Their ratio is 4.00, as the symmetry argument requires. The mesh has twelve cells per pitch and does not resolve a 10 µm contact, so these values give the size of the effect, not its precise amount; on finer grids the shift at 10 µA settles near $-7\times10^{-4}$%, some 10% smaller in magnitude. The shift is the remainder of two opposing contributions several times larger, one from the cubic term of the diode law and one from the bias rectified by the quadratic term, so part of its smallness is particular to the exponential law assumed. It also belongs to small currents: the contact bias above reaches $\varphi$ at about 65 µA.

## The model beside the real case

The sheet resistances are rough typical values for an ultra-shallow layer and a well. The leakage is not typical of a sound junction: $J_0=51.7\ \text{mV}/25\ \text{ohm cm}^2=2.1$ mA/cm² describes a badly damaged one. If $J_0$ were a thousand times smaller with the other parameters fixed, $\lambda$ would grow by $\sqrt{1000}\approx32$ to about 4 cm, and in this model a 1 mm pitch would read $R_1$ to within about 0.2%. The assumption most exposed in practice is that the tips stay within a layer tens of nanometres thick. If they touched only the buried sheet, the 1 mm reading would be 426 instead of 706 ohm/sq. A tip that connects both sheets is a different problem, which the formula does not cover.

Other departures can be sized for the same parameters.

- **Temperature.** Suppose $J_0$ follows the intrinsic carrier density, as for generation through defects near midgap, and hold $R_1$, $R_2$ and the silicon gap of 1.12 eV fixed. Warming by 1 K then lowers $R_A$ to 23.2 ohm cm² and the 1 mm reading by 1.5%. The slight narrowing of the gap on warming makes the fall in the reading about 1.6%. Under this supposition the leakage makes the reading near the half-way pitch sensitive to temperature. The supposition is strained for the present parameters: a 1 µm well of 500 ohm/sq has about $2\times10^{17}$ donors per cm³ and a depletion width near 70 nm, and plain midgap generation would need a lifetime of order a picosecond to give $R_A=25$ ohm cm². Leakage of this size is more likely assisted by tunnelling, which depends less on temperature, so the figure is best read as a high estimate of the leakage contribution.
- **Probe position.** At small pitch the second probe, at distance $r$ from the source, has potential $(R_1I/2\pi)\ln[(3s-r)/r]$. Its slope at $r=s$ is $-(R_1I/2\pi)\,3/(2s)$. A displacement $d$ towards the source therefore raises the reading by the fraction $3d/(4s\ln2)$ to first order. For $d=0.2$ µm and $s=10$ µm this is 2.2%, far more than the 0.02% by which leakage lowers the reading there.
- **Wafer edge.** For a head centred on a wafer of radius $a$, an insulating edge adds images of source and sink at distance $b=2a^2/(3s)$ from the centre. They raise $R_{app}$ by $(R_p/\ln2)\ln[(b+s/2)/(b-s/2)]$, provided that $a\gg\lambda$. With $a=150$ mm and $s=10$ mm this is 0.96%.
- **Leakage into the substrate.** A third sheet of 129 ohm/sq below the well, joined to it by a junction of saturation density $10^{-8}$ A/cm², lowers the 10 mm reading by about 0.06% if all three sheets are taken as infinite. The screening length of that junction is about 75 cm, larger than the wafer, so the figure gives only the size of the effect.
- **Thickness of the well.** The vertical resistance-area product of a 1 µm well is $2\times10^{-7}$ of $R_A$, so treating the well as a sheet costs nothing noticeable here.

For these parameters, then, a pitch below 90 µm keeps the leakage error in $R_1$ under 1%, but going much smaller exchanges that error for one of probe position. With one inner tip displaced by $d=0.2$ µm, the position error is about 0.2% at 100 µm and 2% at 10 µm, while the leakage error falls from 1.2% to 0.02%. If all four tips are displaced independently along the line, each with a standard deviation of 0.2 µm, the rms position error is about 1.5 times as large. For a single inner tip displaced by up to 0.2 µm in an unknown direction, the worst-case error is the sum of the leakage and position magnitudes. Here that sum is least, about 0.8%, near a pitch of 40 µm; with a larger $\lambda$ the minimum moves to a larger pitch.

## Values computed for the example and the checks

```
top sheet resistance R1 = 1000 ohm/sq
buried sheet resistance R2 = 500 ohm/sq
junction resistance-area product RA = 25 ohm cm2
temperature = 300 K, junction ideality = 2
ideality times kT/q = 51.70 mV
implied saturation current density = 2.068 mA/cm2
parallel sheet resistance Rp = 333.33 ohm/sq
transfer length lam = 1291.0 um
half-way point s/lam = 0.8837
half-way pitch = 1141 um
pitch where reading is 1% below R1 = 89.8 um
pitch where reading is 1% above Rp = 6524 um
pitch 10 um: s/lam = 0.00775, f = 0.69292, apparent = 999.78 ohm/sq
pitch 30 um: s/lam = 0.02324, f = 0.69155, apparent = 998.46 ohm/sq
pitch 100 um: s/lam = 0.07746, f = 0.68074, apparent = 988.07 ohm/sq
pitch 300 um: s/lam = 0.23238, f = 0.62467, apparent = 934.14 ohm/sq
pitch 1000 um: s/lam = 0.77460, f = 0.38715, apparent = 705.69 ohm/sq
pitch 3000 um: s/lam = 2.32379, f = 0.07148, apparent = 402.08 ohm/sq
pitch 10000 um: s/lam = 7.74597, f = 0.00019, apparent = 333.52 ohm/sq
four-point resistance V/I at 1000 um = 155.70 ohm
current fraction in top sheet at r = 0.1 lam: 0.9903
current fraction in top sheet at r = 1.0 lam: 0.7346
current fraction in top sheet at r = 3.0 lam: 0.4136
largest relative gap, Hankel integral vs formula = 4.9e-13
s = 0.25 lam: network 927.24, formula 926.85 ohm/sq
s = 1.0 lam: network 629.07, formula 628.73 ohm/sq
s = 4.0 lam: network 344.21, formula 343.93 ohm/sq
junction bias at contact edge (10 uA, radius 10 um) = 7.92 mV
diode curvature shift at 1000 um, 5 uA = -1.96e-04 %
diode curvature shift at 1000 um, 10 uA = -7.85e-04 %
ratio of these shifts = 4.000
RA after warming by 1 K = 23.23 ohm cm2 (gap 1.12 eV)
shift of reading at 1000 um per +1 K = -1.52 %
wafer-edge shift, 10 mm pitch, 300 mm wafer = 0.96 %
substrate sheet resistance = 129.0 ohm/sq (10 ohm cm, 775 um)
well-substrate saturation density = 1e-08 A/cm2
substrate leakage shift at 10 mm pitch = -0.062 %
vertical well resistance / RA (1 um well) = 2.0e-07
shift, inner probe 0.2 um nearer source at 10 um pitch = 2.18 %
reading at 1000 um if tips touch only buried sheet = 426.4 ohm/sq
```
